# Stefan-flow correction to precursor evaporation through a stagnant carrier layer: a program that tests the result

```python
# Result under test: steady evaporation through a stagnant carrier layer.
#   N = (c D / L) ln[(1-xL)/(1-x0)],   Fick: N_F = (c D / L) (x0-xL)
#   S = N/N_F, equal to 2 ln 2 for x0 = 1/2 and xL = 0.
# N: molar vapour flux; c: total molar concentration; D: diffusivity;
# L: layer thickness; x0, xL: vapour mole fractions at surface and outlet.
# The independent road is a transient finite-volume calculation in units
# L = D = c = 1. It blocks the carrier only at the liquid surface.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def stefan(x0, xL=0.0):
    return np.log((1 - xL) / (1 - x0))


def factor(x0, xL=0.0):
    return stefan(x0, xL) / (x0 - xL)


def simulate(x0, xL, drift=True, cells=100, t_end=3.0):
    h = 1.0 / cells

    def fluxes(x):
        left = (-8 * x0 + 9 * x[0] - x[1]) / (3 * h)
        right = (8 * xL - 9 * x[-1] + x[-2]) / (3 * h)
        grad = np.concatenate(([left], np.diff(x) / h, [right]))
        face = np.concatenate(([x0], (x[1:] + x[:-1]) / 2, [xL]))
        # Carrier flux at the surface: grad + (1-x0)*u = 0.
        u = -left / (1 - x0) if drift else 0.0
        return -grad + face * u, u, grad

    sol = solve_ivp(lambda t, x: -np.diff(fluxes(x)[0]) / h,
                    (0, t_end), np.full(cells, xL), method="BDF",
                    t_eval=np.linspace(0, t_end, 3001),
                    rtol=1e-8, atol=1e-10)
    assert sol.success
    return sol.t, sol.y, fluxes


# Flux, carrier stagnation and mean carrier fraction from the simulation.
for x0, xL in [(0.5, 0.0), (0.1, 0.0), (0.8, 0.1)]:
    t, y, fluxes = simulate(x0, xL)
    vapour, total, grad = fluxes(y[:, -1])
    assert np.allclose(vapour, stefan(x0, xL), rtol=5e-4, atol=0)
    assert np.max(np.abs(total - vapour)) < 1e-5
    assert abs(np.mean(1 - y[:, -1]) * factor(x0, xL) - 1) < 5e-4
    z = (np.arange(y.shape[0]) + 0.5) / y.shape[0]
    profile = 1 - (1 - x0) * ((1 - xL) / (1 - x0)) ** z
    assert np.max(np.abs(profile - y[:, -1])) < 5e-4
    if x0 == 0.5:
        half = y[:, -1]
        sim_flux = vapour[-1]
        sim_grad = -grad[0]
        history = [fluxes(y[:, i])[0] for i in range(len(t))]
        ends = np.array([[n[0], n[-1]] for n in history])
        bad = np.any(np.abs(ends / sim_flux - 1) > 0.01, axis=1)
        settle = t[np.where(bad)[0][-1] + 1]

# Without drift the same calculation must give Fick, and the carrier
# flux is then directed into the liquid.
t, y, fluxes = simulate(0.5, 0.0, drift=False)
vapour, total, grad = fluxes(y[:, -1])
no_drift_flux = vapour[-1]
carrier_no_drift = total - vapour[0]
assert abs(no_drift_flux - 0.5) < 1e-4
assert carrier_no_drift < -0.49
assert abs(sim_flux / no_drift_flux - 2 * np.log(2)) < 1e-3
assert abs(sim_grad / 0.5 - np.log(2)) < 1e-3

# Dilute expansion, from symbolic algebra.
s = sp.symbols("s", positive=True)
series = sp.series(-sp.log(1 - s) / s, s, 0, 3).removeO()
assert sp.expand(series - (1 + s / 2 + s**2 / 3)) == 0

# Rough typical values: titanium tetrachloride in nitrogen.
R = const.R
torr = const.torr
T = 293.0
p = 20 * torr
pv = 10 * torr
D = 2.5e-4
L = 0.10
area = 20e-4
M_v, M_c = 0.1897, 0.0280
heat_vap = 40e3
k_liq, depth = 0.14, 0.010
rho_liq, mu_liq, cp_liq, beta = 1730.0, 0.8e-3, 800.0, 1e-3
mu_gas = 1.7e-5
sweep_sccm = 100.0
sccm = const.atm * 1e-6 / (R * const.zero_Celsius) / 60

c = p / (R * T)
x0 = pv / p
scale = c * D / L
N = scale * stefan(x0)
N_fick = scale * x0
rate = N * area


def outlet(x_surf):
    def balance(x_out):
        feed = area * scale * stefan(x_surf, x_out)
        return x_out * (feed + sweep_sccm * sccm) - feed
    return brentq(balance, 0.0, x_surf)


def surface_fraction(Ts):
    return x0 * np.exp(-heat_vap / R * (1 / Ts - 1 / T))


def cooled_surface(swept):
    def balance(Ts):
        xs = surface_fraction(Ts)
        xo = outlet(xs) if swept else 0.0
        supply = k_liq * (T - Ts) / depth
        return supply - heat_vap * scale * stefan(xs, xo)
    return brentq(balance, T - 30, T)


x_out = outlet(x0)
N_swept = scale * stefan(x0, x_out)
T_cool = cooled_surface(False)
x_cool = surface_fraction(T_cool)
N_cool = scale * stefan(x_cool)
T_both = cooled_surface(True)
x_both = surface_fraction(T_both)
xo_both = outlet(x_both)
N_both = scale * stefan(x_both, xo_both)
assert N_swept < N and factor(x0, x_out) > factor(x0)
assert N_both < N_cool < N

alpha = k_liq / (rho_liq * cp_liq)
nu = mu_liq / rho_liq
rayleigh = const.g * beta * (T - T_cool) * depth**3 / (nu * alpha)
onset = 1100.0
assert rayleigh > onset
density_ratio = (x0 * M_v + (1 - x0) * M_c) / M_c
assert density_ratio > 1
radius = np.sqrt(area / np.pi)
v_mass = N * M_v / (c * M_c)
peclet = v_mass * radius / D
wall = peclet**2 / 48
kinetic = N * np.sqrt(2 * np.pi * M_v * R * T) / pv
hydro = c * M_c * density_ratio * const.g * L / p
viscous = 8 * mu_gas * v_mass * L / radius**2 / p
recession = N * M_v / rho_liq
assert max(kinetic, hydro, viscous) < 1e-3

print(f"Ideal factor 2 ln 2: {factor(0.5):.4f}")
print(f"Simulated flux ratio, drift/no drift: "
      f"{sim_flux / no_drift_flux:.4f}")
print(f"Simulated flux in cD/L: {sim_flux:.4f}; "
      f"Fick {no_drift_flux:.4f}")
print(f"Carrier flux without drift, cD/L: {carrier_no_drift:.4f}")
print(f"Surface gradient / Fick gradient: {sim_grad / 0.5:.4f}")
print(f"Mean carrier fraction: {np.mean(1 - half):.4f}")
print(f"Midlayer vapour fraction: {1 - 0.5 * np.sqrt(2):.4f}; "
      f"Fick {x0 / 2:.4f}")
for x in [0.01, 0.1, 0.5, 0.9]:
    print(f"Factor at x0={x:.2f}, xL=0: {factor(x):.4f}")
print(f"Input T: {T:.0f} K; total pressure: {p / torr:.0f} Torr")
print(f"Input vapour pressure: {pv / torr:.0f} Torr; x0: {x0:.2f}")
print(f"Input D: {D * 1e4:.1f} cm2/s; layer: {L * 100:.0f} cm")
print(f"Input liquid area: {area * 1e4:.0f} cm2")
print(f"Input molar masses: {M_v * 1e3:.1f}, {M_c * 1e3:.1f} g/mol")
print(f"Total concentration: {c:.4f} mol/m3")
print(f"Flux scale cD/L: {scale * 1e3:.4f} mmol/(m2 s)")
print(f"Fick flux: {N_fick * 1e3:.4f} mmol/(m2 s)")
print(f"Stefan flux: {N * 1e3:.4f} mmol/(m2 s)")
print(f"Fick delivery: {N_fick * area / sccm:.3f} sccm")
print(f"Stefan delivery: {rate / sccm:.3f} sccm = "
      f"{rate * M_v * 6e7:.1f} mg/min")
for p_torr in [100.0, 40.0, 20.0, 12.5]:
    x = pv / torr / p_torr
    print(f"At {p_torr:.1f} Torr: x0={x:.2f}, factor={factor(x):.3f}, "
          f"delivery={scale * area * stefan(x) / sccm:.3f} sccm")
print(f"Input vaporisation heat: {heat_vap / 1e3:.0f} kJ/mol")
print(f"Input liquid: {k_liq:.2f} W/(m K), depth {depth * 100:.0f} cm")
print(f"Heat demand without cooling: {heat_vap * N:.1f} W/m2")
print(f"Conduction-only cooling: {T - T_cool:.2f} K; x0={x_cool:.3f}")
print(f"Cooled delivery: {N_cool * area / sccm:.3f} sccm; "
      f"change {100 * (N_cool / N - 1):.1f} %")
print(f"Factor at cooled surface: {factor(x_cool):.3f}")
print(f"Input liquid density: {rho_liq:.0f} kg/m3; "
      f"viscosity {mu_liq * 1e3:.1f} mPa s")
print(f"Input liquid heat capacity: {cp_liq:.0f} J/(kg K); "
      f"expansion {beta:.3f} 1/K")
print(f"Liquid Rayleigh number: {rayleigh:.1e}; "
      f"rough onset {onset:.0f}")
print(f"Input carrier sweep: {sweep_sccm:.0f} sccm")
print(f"Swept, uncooled: xL={x_out:.4f}, factor={factor(x0, x_out):.3f}, "
      f"delivery={N_swept * area / sccm:.3f} sccm")
print(f"Swept and cooled: cooling={T - T_both:.2f} K, x0={x_both:.3f}, "
      f"xL={xo_both:.4f}")
print(f"Swept and cooled: factor={factor(x_both, xo_both):.3f}, "
      f"delivery={N_both * area / sccm:.3f} sccm")
print(f"Diffusion time L2/D: {L**2 / D:.1f} s")
print(f"Time to settle within 1 %: {settle * L**2 / D:.1f} s")
print(f"Gas density ratio, surface/top: {density_ratio:.2f}")
print(f"Largest mass-average speed: {v_mass * 100:.2f} cm/s")
print(f"Radial Peclet number at top: {peclet:.2f}")
print(f"Taylor wall estimate at top: {100 * wall:.1f} %")
print(f"Interface pressure deficit / vapour pressure: {kinetic:.1e}")
print(f"Hydrostatic drop bound / total pressure: {hydro:.1e}")
print(f"Input gas viscosity: {mu_gas * 1e6:.0f} uPa s")
print(f"Viscous drop bound / total pressure: {viscous:.1e}")
print(f"Liquid recession: {recession * 3.6e6:.2f} mm/h")
print("checks complete")
```

Printed output:

```
Ideal factor 2 ln 2: 1.3863
Simulated flux ratio, drift/no drift: 1.3863
Simulated flux in cD/L: 0.6931; Fick 0.5000
Carrier flux without drift, cD/L: -0.5000
Surface gradient / Fick gradient: 0.6931
Mean carrier fraction: 0.7213
Midlayer vapour fraction: 0.2929; Fick 0.2500
Factor at x0=0.01, xL=0: 1.0050
Factor at x0=0.10, xL=0: 1.0536
Factor at x0=0.50, xL=0: 1.3863
Factor at x0=0.90, xL=0: 2.5584
Input T: 293 K; total pressure: 20 Torr
Input vapour pressure: 10 Torr; x0: 0.50
Input D: 2.5 cm2/s; layer: 10 cm
Input liquid area: 20 cm2
Input molar masses: 189.7, 28.0 g/mol
Total concentration: 1.0945 mol/m3
Flux scale cD/L: 2.7363 mmol/(m2 s)
Fick flux: 1.3682 mmol/(m2 s)
Stefan flux: 1.8967 mmol/(m2 s)
Fick delivery: 3.680 sccm
Stefan delivery: 5.101 sccm = 43.2 mg/min
At 100.0 Torr: x0=0.10, factor=1.054, delivery=0.775 sccm
At 40.0 Torr: x0=0.25, factor=1.151, delivery=2.117 sccm
At 20.0 Torr: x0=0.50, factor=1.386, delivery=5.101 sccm
At 12.5 Torr: x0=0.80, factor=2.012, delivery=11.845 sccm
Input vaporisation heat: 40 kJ/mol
Input liquid: 0.14 W/(m K), depth 1 cm
Heat demand without cooling: 75.9 W/m2
Conduction-only cooling: 3.98 K; x0=0.399
Cooled delivery: 3.745 sccm; change -26.6 %
Factor at cooled surface: 1.276
Input liquid density: 1730 kg/m3; viscosity 0.8 mPa s
Input liquid heat capacity: 800 J/(kg K); expansion 0.001 1/K
Liquid Rayleigh number: 8.3e+05; rough onset 1100
Input carrier sweep: 100 sccm
Swept, uncooled: xL=0.0454, factor=1.423, delivery=4.759 sccm
Swept and cooled: cooling=3.77 K, x0=0.404, xL=0.0343
Swept and cooled: factor=1.305, delivery=3.548 sccm
Diffusion time L2/D: 40.0 s
Time to settle within 1 %: 17.1 s
Gas density ratio, surface/top: 3.89
Largest mass-average speed: 1.17 cm/s
Radial Peclet number at top: 1.18
Taylor wall estimate at top: 2.9 %
Interface pressure deficit / vapour pressure: 7.7e-05
Hydrostatic drop bound / total pressure: 4.4e-05
Input gas viscosity: 17 uPa s
Viscous drop bound / total pressure: 9.4e-08
Liquid recession: 0.75 mm/h
checks complete
```
